# How Little a Nanosecond Lifetime Broadens a Si-H Line

## A small difference between two widths

In a model of a Si-H stretch at 300 K, the absorption line has a full width at half maximum (FWHM) of 0.31786 cm$^{-1}$ if the excited level never decays. If its population is given a lifetime of 1 ns, the width becomes 0.32317 cm$^{-1}$. The lifetime has added 0.00531 cm$^{-1}$, about one sixtieth of the line.

Two questions follow. Why does a nanosecond correspond to this particular width, and what makes up the rest? Each answer has a simple leading term in a small quantity, and the first correction shows how far that term can be trusted.

**Conventions.** $T_1$ is the time in which the excited population falls to $1/e$. Widths are FWHM. An angular frequency or rate is converted to wavenumbers by dividing by $2\pi c$. The symbol $T_2^*$ denotes the pure dephasing time of identical oscillators; differences between sites are treated separately.

## Decay into a broad continuum

Let the excited stretch level have energy zero. It is coupled with equal strength $g$ to final states of energy $\varepsilon_j$, with spacing $d$, filling a band from $-W$ to $W$. These are states in which the quantum has passed to other vibrations. For amplitudes $a$ and $b_j$ varying as $e^{-iEt/\hbar}$, the Schrödinger equation gives

$$
Ea=g\sum_j b_j,\qquad (E-\varepsilon_j)b_j=ga .
$$

Eliminating $b_j$, and replacing the dense sum by an integral, gives

$$
E=\sum_j\frac{g^2}{E-\varepsilon_j}\simeq\frac{g^2}{d}\int_{-W}^{W}\frac{d\varepsilon}{E-\varepsilon}.
$$

For forward time evolution, $E$ is first taken just above the real axis, and the result is then continued to the decaying solution. The integral is

$$
\ln\frac{W+E}{W-E}-i\pi\simeq\frac{2E}{W}-i\pi ,\qquad |E|\ll W .
$$

Define $\gamma=2\pi g^2/(\hbar d)$, so that $g^2/d=\hbar\gamma/(2\pi)$. Then

$$
E=\frac{\hbar\gamma}{\pi W}E-\frac{i\hbar\gamma}{2}.
$$

For a very broad band the first term on the right vanishes, and $E=-i\hbar\gamma/2$. The amplitude decays as $e^{-\gamma t/2}$ and the population, its squared modulus, as $e^{-\gamma t}$. Hence $\gamma=1/T_1$.

Keeping the first correction in $\hbar\gamma/W$ gives

$$
E=-\frac{i\hbar\gamma/2}{1-\hbar\gamma/(\pi W)},\qquad
\gamma_{\rm true}\simeq\gamma\left(1+\frac{\hbar\gamma}{\pi W}\right).
$$

A direct diagonalization with 2001 final states, $d=0.035\,\hbar\gamma$ and $W=35\,\hbar\gamma$ tests this. The formula predicts a rate ratio $1+1/(35\pi)=1.009$; the ratio computed from the survival probability between $\gamma t=1$ and $\gamma t=3$ is 1.0094, with the last digit depending on the window chosen. The spectral FWHM of the decaying level receives the same correction, $\hbar\gamma/[1-\hbar\gamma/(\pi W)]=1.009\,\hbar\gamma$, so width and decay rate agree. Read directly from the eigenstate weights of the diagonalization the width is 1.0219 times $\hbar\gamma$. The excess comes from the finite spacing: the eigenvalues crowd near the level, and dividing each weight by the local spacing restores 1.009.

For a nanosecond lifetime the correction is tiny. If $W/(hc)$ were 10 cm$^{-1}$, it would be $0.00531/(10\pi)$, or about $2\times10^{-4}$ of the lifetime width. The broad-band result fails when the final states have structure on the scale of $\hbar\gamma$, for instance a few discrete resonances. The decay then need not be exponential.

## From amplitude decay to linewidth

Light couples to the coherence $\rho_{10}$, the product of the excited amplitude and the conjugate ground amplitude. In the cold limit the ground amplitude does not decay, so population loss damps the coherence at $\gamma/2$. Independent random phase changes contribute a further factor $e^{-t/T_2^*}$. Rates in exponents add:

$$
\frac1{T_2}=\frac1{2T_1}+\frac1{T_2^*}.
$$

Now apply a weak field of angular frequency $\omega$ and coupling rate $\Omega$. To first order in $\Omega$ the populations keep their cold values, and

$$
\dot\rho_{10}=-\left(i\omega_0+\frac1{T_2}\right)\rho_{10}-\frac{i\Omega}{2}e^{-i\omega t}.
$$

Put $\rho_{10}=Ae^{-i\omega t}$ and $\Delta=\omega-\omega_0$. Then

$$
A=-\frac{i\Omega}{2}\,\frac{1}{1/T_2-i\Delta}
=-\frac{i\Omega}{2}\,\frac{1/T_2+i\Delta}{1/T_2^2+\Delta^2}.
$$

The absorbed power comes from the part of the dipole a quarter cycle out of phase with the field, which is $-\mathrm{Im}\,A$:

$$
S(\Delta)\propto\frac{1/T_2}{\Delta^2+1/T_2^2}.
$$

This is half its peak at $\Delta=\pm1/T_2$. The angular FWHM is therefore $2/T_2=1/T_1+2/T_2^*$, and in wavenumbers

$$
\Delta\tilde\nu=\frac{1}{2\pi cT_1}+\frac{1}{\pi cT_2^*}.
$$

The factor $1/2$ from the amplitude has cancelled the factor 2 between half and full width. A steady-state solution of the driven two-level master equation tests the sum. Without pure dephasing the FWHM times $T_1$ is 1.00000; with $T_1/T_2^*=0.7$ it is 2.40000, which equals $1+2(0.7)$.

For $T_1=1$ ns,

$$
\frac{1}{2\pi cT_1}=\frac{1}{2\pi(2.998\times10^{10}\ \mathrm{cm/s})(10^{-9}\ \mathrm{s})}
=0.00531\ \mathrm{cm^{-1}},
$$

or 0.658 µeV. Conventions matter at this level. The half width is 0.00265 cm$^{-1}$. Omitting $2\pi$ would give 0.0334 cm$^{-1}$, and setting $T_2=T_1$ would give 0.0106 cm$^{-1}$.

## First thermal correction to the lifetime width

At finite temperature the bath can also excite the stretch. Let $n$ be the Bose occupation at the stretch frequency. For coupling linear in the oscillator coordinate, the rates from level $k$ are

$$
k\to k-1:\ \gamma(n+1)k,\qquad k\to k+1:\ \gamma n(k+1).
$$

The mean quantum number obeys

$$
\frac{d\langle k\rangle}{dt}=\gamma n(\langle k\rangle+1)-\gamma(n+1)\langle k\rangle
=-\gamma(\langle k\rangle-n),
$$

so the energy still relaxes at $\gamma=1/T_1$. The coherence between levels 0 and 1 is lost at half the sum of the departure rates from both levels. Level 0 leaves at $\gamma n$; level 1 leaves downward at $\gamma(n+1)$ and upward at $2\gamma n$. The lifetime part of the angular FWHM is twice the coherence rate:

$$
2\cdot\frac{\gamma}{2}\left[n+(n+1)+2n\right]=\gamma(1+4n).
$$

This assumes that the 1–2 transition is displaced from the 0–1 transition by much more than the width, so that coherence passed between them averages out. A numerical ladder with $n=0.02$ and a displacement of $2000\gamma$ gives 1.08000 for the FWHM times $T_1$, as the formula requires.

The harmonic oscillator is the opposite case: all its transitions coincide, and the transferred coherence must be kept. Let $a$ now be the lowering operator, with $[a,a^\dagger]=1$. A jump operator $L$ contributes $\frac12\langle L^\dagger[a,L]+[L^\dagger,a]L\rangle$ to $d\langle a\rangle/dt$. For $L=\sqrt{\gamma(n+1)}\,a$ this is $-\frac12\gamma(n+1)\langle a\rangle$; for $L=\sqrt{\gamma n}\,a^\dagger$ it is $+\frac12\gamma n\langle a\rangle$. The sum is $-\frac12\gamma\langle a\rangle$, so the width is $\gamma$ without the thermal factor.

For a stretch at 2100 cm$^{-1}$ and 300 K, $n=4.23\times10^{-5}$. The anharmonic correction is $4n=1.69\times10^{-4}$ relative to the lifetime width. With $T_1$ held fixed, heating the stretch itself cannot explain the larger line.

## What fills the rest of the model line

A low-frequency mode can shift the stretch without removing its quantum. Let this mode have occupation $m$, energy relaxation rate $\eta$, and a stretch shift $\delta$ per quantum, in angular frequency. Its dynamics are taken to be the same for both stretch levels.

Let $p_k(t)$ be the average stretch phase factor, weighted by the probability that the mode is in level $k$. Thermal jumps and phase accumulation give

$$
\begin{aligned}
\dot p_k={}&\eta mk\,p_{k-1}+\eta(m+1)(k+1)p_{k+1}\\
&-\eta[m(k+1)+(m+1)k]p_k-i\delta k\,p_k .
\end{aligned}
$$

Try $p_k=r^ke^{\lambda t}$ and set $s=\delta/\eta$. After division by $r^k$, the terms independent of $k$ and those proportional to $k$ must balance separately:

$$
\lambda=\eta[(m+1)r-m],
$$

$$
(m+1)r^2-(2m+1+is)r+m=0 .
$$

The required root tends to the thermal ratio $m/(m+1)$ as $s\to0$, where $\lambda=0$. It is

$$
(m+1)r=\tfrac12(2m+1+is-R),
$$

with

$$
\begin{aligned}
R^2&=(2m+1+is)^2-4m(m+1)\\
&=1+2is(2m+1)-s^2=(1+is)^2+4ism .
\end{aligned}
$$

Therefore $\lambda=\frac{\eta}{2}(1+is-R)$. Its imaginary part shifts the line; its real part gives

$$
\frac1{T_2^*}=-\mathrm{Re}\,\lambda=\frac{\eta}{2}(\mathrm{Re}\,R-1).
$$

### Weak coupling and its first correction

Write $B=2m+1$, $M=m(m+1)$ and $R=\sqrt{1+\epsilon}$, with $\epsilon=2isB-s^2$. The expansion needed is

$$
R=1+\frac{\epsilon}{2}-\frac{\epsilon^2}{8}+\frac{\epsilon^3}{16}-\frac{5\epsilon^4}{128}+\cdots .
$$

Through order $s^4$, the real parts of the four terms after 1 are

$$
-\frac{s^2}{2},\quad \frac{B^2s^2}{2}-\frac{s^4}{8},\quad
\frac{3B^2s^4}{4},\quad -\frac{5B^4s^4}{8}.
$$

Since $B^2=1+4M$, the $s^2$ terms add to $2Ms^2$. For the $s^4$ terms, $B^4=1+8M+16M^2$, and their coefficient is

$$
-\frac18+\frac34(1+4M)-\frac58(1+8M+16M^2)=-2M-10M^2 .
$$

Hence

$$
\frac1{T_2^*}=\frac{\delta^2M}{\eta}\left[1-(1+5M)s^2+O(s^4)\right],
$$

where the remainder is for fixed $m$. Faster relaxation of the mode narrows the line at leading order, because the shifts average out before much phase accumulates. The first correction is not $s^2$ alone: thermal occupation enlarges it by $1+5M$. The series converges only up to the nearest zero of $R^2$, at $|s|=B-2\sqrt M$, which is 0.235 for the example below.

The example uses a 200 cm$^{-1}$ mode with a 1 ps lifetime and a shift of 1 cm$^{-1}$ per quantum. Thus $m=0.6213$, $M=0.6213\times1.6213=1.0073$, $\eta/(2\pi c)=5.309$ cm$^{-1}$ and $s=0.1884$. At leading order the dephasing FWHM is

$$
\frac{2(1.0)^2(1.0073)}{5.309}=0.3795\ \mathrm{cm^{-1}}.
$$

The correction is $(1+5M)s^2=6.04\times0.0355=0.214$, which reduces the width to $0.3795(1-0.214)=0.298$ cm$^{-1}$. The closed form gives 0.3179 cm$^{-1}$. Relative to it, the leading result is 19% too large and the corrected one 6% too small. Small $s$ alone would have suggested better accuracy.

The closed-form decay rate was tested against the slowest-decaying eigenvalue of the rate matrix for these parameters. That eigenvalue describes one component of the line. The full spectrum, with all components, has width 0.31786 cm$^{-1}$ without $T_1$, so the slow component accounts for the width well here.

### The cold limit

At low temperature, take $m\to0$ at fixed $s$. Then

$$
R\simeq1+is+\frac{2ism}{1+is},\qquad
\mathrm{Re}\,R-1\simeq\frac{2ms^2}{1+s^2},
$$

and

$$
\frac1{T_2^*}\simeq\eta m\frac{s^2}{1+s^2}.
$$

Dephasing now requires a rare thermal excitation of the mode. Its width equals the lifetime width when

$$
m\simeq\frac{0.00531}{2(5.309)(0.0355/1.0355)}=0.0146 .
$$

The Bose formula gives $T\propto1/\ln(1+1/m)$. Scaling from 300 K,

$$
T\simeq300\,\frac{\ln(1+1/0.6213)}{\ln(1+1/0.0146)}\ \mathrm{K}\simeq68\ \mathrm{K}.
$$

The closed form gives 67.7 K. Here $T_1$, $\eta$ and $\delta$ are held fixed; in a material they may vary with temperature.

## Reading a measured width

If the whole 0.32317 cm$^{-1}$ model line were assigned to population decay, the apparent lifetime would be

$$
\frac{1}{2\pi c(0.32317\ \mathrm{cm^{-1}})}=16.4\ \mathrm{ps},
$$

61 times shorter than the true value. Within the additive homogeneous model, with non-negative dephasing, this is a lower bound on $T_1$. The distinction matters for bond-breaking models in which carriers excite a Si-H bond in steps: $T_1$ sets how long the vibrational energy remains available, whereas pure dephasing does not remove it. In the cold linear-coupling ladder above, level $k$ itself lasts only $T_1/k$, so the time available for each further step shortens as the bond climbs.

Differences between bonds can hide the lifetime further. In a two-mass model the stretch frequency varies as $\sqrt{1/m_{\rm H}+1/m_{\rm Si}}$, and replacing $^{28}$Si by $^{29}$Si lowers it by 1.26 cm$^{-1}$. For a dipole change $\Delta\mu=0.05$ D along the field, a field spread $F=0.1$ MV/cm gives a shift $\Delta\mu F/(hc)=0.084$ cm$^{-1}$. Both exceed the lifetime width.

The stretch frequency and lifetime are rough values for a hydrogen-terminated silicon surface. A stretch near 2100 cm$^{-1}$ is typical, and a lifetime of order 1 ns is reasonable for a well-ordered hydrogen-terminated surface; disordered surroundings can shorten it. The exchange-mode parameters and the dipole change are illustrative choices. Real oxide interfaces break the assumption of identical sites. With a rough Gaussian site spread of 10 cm$^{-1}$, the total width is set near 10 cm$^{-1}$ instead of 0.32 cm$^{-1}$. Adding the lifetime broadening alone to that Gaussian increases its FWHM by just 0.00283 cm$^{-1}$, less than the Lorentzian width itself, since widths of different shapes do not simply add.

Even without site spread or dephasing, resolving the lifetime width with a Fourier-transform spectrometer would need a long interferometer scan. The coherence envelope $e^{-t/(2T_1)}$ falls to $1/e$ at a path difference $2cT_1=60$ cm, and the scan must extend well beyond this if its own cutoff is not to broaden the line. A time-resolved measurement of the excited population addresses $T_1$ directly and does not require it to be extracted from a much larger linewidth.

## Table of computed values

```
Population lifetime T1: 1.0 ns
Lifetime FWHM: 0.00531 cm^-1
Lifetime FWHM in energy: 0.658 ueV
Lifetime FWHM in frequency: 159.2 MHz
Half width (HWHM): 0.00265 cm^-1
Slip, 2 pi lost: 0.0334 cm^-1
Slip, T2 set equal to T1: 0.0106 cm^-1
Continuum test, decay rate/golden rule: 1.0094
Continuum test, FWHM/golden rule: 1.0219
Driven test, FWHM*T1, no dephasing: 1.00000
Driven test, FWHM*T1, T1/T2*=0.7: 2.40000
Ladder test, occupation: 0.02
Ladder test, FWHM*T1: 1.08000
Temperature: 300 K
Si-H stretch: 2100 cm^-1
Stretch occupation n: 4.23e-05
Relative thermal correction 4n: 1.69e-04
Exchange mode: 200 cm^-1
Exchange-mode lifetime: 1.0 ps
Exchange-mode eta/(2 pi c): 5.309 cm^-1
Exchange-mode occupation m: 0.6213
Shift per quantum, magnitude: 1.0 cm^-1
Ratio s = delta/eta: 0.1884
Dephasing FWHM, closed form: 0.3179 cm^-1
Dephasing FWHM, weak coupling: 0.3795 cm^-1
Model line FWHM without T1: 0.31786 cm^-1
Model line FWHM with T1: 0.32317 cm^-1
Width added by T1 to model line: 0.00531 cm^-1
Dephasing/lifetime width: 59.9
Apparent T1 from model line: 16.4 ps
True/apparent T1: 60.9
Temperature of equal widths: 67.7 K
Isotope shift, 28Si to 29Si: 1.260 cm^-1
Dipole change: 0.05 D
Field spread: 0.1 MV/cm
Stark shift for that spread: 0.0840 cm^-1
Gaussian site-disorder FWHM: 10.0 cm^-1
Width added by T1 to Gaussian: 0.00283 cm^-1
Interferogram 1/e path difference: 60.0 cm
```
